# Keller–Simmons Attenuation of Sputtered Flux from Ballistic and Diffusive Transport, part 2

A target at $x=0$ emits neutral atoms of mass $m$ with flux $J_0$. The problem is to find the flux $J$ landing on a substrate at $x=d$. The uniform gas between has pressure $p$, temperature $T$, number density $N=p/(k_BT)$ and atoms of mass $M$. The plates are wide and keep every atom that reaches them. Fluxes are positive towards the substrate, primes on densities mean $d/dx$, and pressure-distance products are quoted in mTorr cm.

Directed ("ballistic") atoms, with flux $J_b$, are converted at mean depth $\lambda$ into diffusing atoms of density $n$ and constant diffusion coefficient $D$:

$$
J_b(x)=J_0e^{-x/\lambda}. \tag{1}
$$

$$
p\lambda=p_0d_0,\qquad u\equiv\frac d\lambda=\frac{pd}{p_0d_0}. \tag{2}
$$

With $n$ taken to vanish at both plates,

$$
-D\,n''=\frac{J_0}{\lambda}e^{-x/\lambda},\qquad n(0)=n(d)=0. \tag{3}
$$

$$
n(x)=\frac{J_0\lambda}{D}\left[1-e^{-x/\lambda}-\frac xd(1-e^{-u})\right]. \tag{4}
$$

This gives the Keller–Simmons formula,

$$
\boxed{\frac J{J_0}=\frac{1-e^{-u}}u
=\frac{p_0d_0}{pd}\left[1-\exp\left(-\frac{pd}{p_0d_0}\right)\right]} \tag{6}
$$

with half the flux landing at $pd=1.594\,p_0d_0$ and the local slope

$$
\frac{d\ln J}{d\ln u}=\frac{ue^{-u}}{1-e^{-u}}-1. \tag{9}
$$

Flux conservation, whatever the densities at the plates, gives

$$
Jd=\int_0^dJ_b\,dx-D\,[n(d)-n(0)]. \tag{7}
$$

For cosine emission, with $\mu$ the cosine of the angle to the normal and $\lambda_s=3\lambda/2$ the decay length along each slanted line,

$$
\frac J{J_0}=\frac1d\int_0^12\mu\,\lambda_s\mu\left[1-e^{-d/(\lambda_s\mu)}\right]d\mu
=\frac{2\lambda_s}d\left[\frac13-E_4\left(\frac d{\lambda_s}\right)\right], \tag{10}
$$

where $E_4(z)=\int_0^1\mu^2e^{-z/\mu}d\mu$.

In unbounded gas $\lambda$ is the mean total displacement along the target normal. For hard spheres of cross-section $\sigma$, which scatter isotropically in the centre-of-mass frame, the collision length in a gas at rest is $\ell_c=1/(N\sigma)=k_BT/(p\sigma)$. With $A=M/m<1$ and mean deflection cosine $\bar c=1-A^2/3$, cosine emission into such a gas gives

$$
\lambda_{\rm cold}=\frac23\,\ell_c\,(1+\bar c+\bar c^{\,2}+\dots)
=\frac{2\ell_c}{3(1-\bar c)}=\frac{2\ell_c}{A^2}. \tag{11}
$$

Equation (11) overestimates $\lambda$ when the atom slows to thermal speed before losing its direction.

### (g) Density at an absorbing wall

*A plate that returns no atoms still has diffusing atoms just in front of it, on their way in. Find the boundary condition this implies and correct the landing flux. Estimate the new length for hard spheres.*

**Solution.** Near a plate, take the velocity distribution to be a Maxwellian with a small correction proportional to $v_x$. The Maxwellian sends a flux $n\bar v/4$ in each direction, where $\bar v=\sqrt{8k_BT/(\pi m)}$ is the mean speed. The correction contributes to the net flux through $v_x^2$, equally from the two halves of velocity space. If the net diffusive flux into the plate is $j$, the flux coming out of the plate is therefore $n\bar v/4-j/2$. An absorbing plate makes this zero:

$$
j=\frac{n\bar v}2\equiv\frac{Dn}\ell,\qquad \ell=\frac{2D}{\bar v}. \tag{12}
$$

The density extrapolates linearly to zero at a distance $\ell$ behind the plate. This is an approximation, because the distribution close to an absorber is not a slightly distorted Maxwellian.

At the substrate the diffusive flux is $j=J-J_0e^{-u}$, so $Dn(d)=\ell(J-J_0e^{-u})$. At the target the flux returning is $J_0-J$, so $Dn(0)=\ell(J_0-J)$. Insert both into (7):

$$
Jd=J_0\lambda(1-e^{-u})-\ell(J-J_0e^{-u})+\ell(J_0-J).
$$

Collecting the terms in $J$ on the left gives

$$
\frac J{J_0}=\frac{\lambda(1-e^{-u})+\ell(1+e^{-u})}{d+2\ell}. \tag{13}
$$

For $\ell\to0$ this returns the Keller–Simmons formula. For thick gas it tends to $(\lambda+\ell)/(d+2\ell)$. The correction to the flux does not vanish there: as $d\to\infty$ its relative size tends to $\ell/\lambda$.

To find $\ell$, consider diffusing atoms that drift through the gas with a small velocity $w$. Let $\mathbf g$ be the velocity relative to a gas atom and $\mu_r=mM/(m+M)$ the reduced mass. Isotropic scattering removes the mean momentum $\mu_r\mathbf g$ per collision, and collisions occur at the rate $N\sigma g$. The drag on one atom is $\mu_rN\sigma\langle g\,g_x\rangle$. If the drifting atoms have a shifted Maxwellian, the distribution of $\mathbf g$ is Gaussian with the factor $1+\mu_rwg_x/(k_BT)$ to first order in $w$. Hence

$$
\langle g\,g_x\rangle=\frac{\mu_rw}{k_BT}\langle g\,g_x^2\rangle_0
=\frac{\mu_rw}{3k_BT}\langle g^3\rangle_0=\frac43\,\bar g\,w.
$$

The last step uses $\langle g^3\rangle_0=(4k_BT/\mu_r)\,\bar g$, which follows from the Gaussian integrals, with $\bar g=\sqrt{8k_BT/(\pi\mu_r)}$. In steady drift the pressure gradient balances the drag: $-k_BT\,n'=\tfrac43n\,\mu_rN\sigma\bar g\,w$. Comparison with $nw=-Dn'$ gives

$$
D=\frac{3k_BT}{4\mu_rN\sigma\bar g}.
$$

Since $\bar g\,\bar v=8k_BT/(\pi\sqrt{\mu_rm})$ and $1/(N\sigma)=\ell_c$,

$$
\ell=\frac{2D}{\bar v}=\frac{3\pi}{16}\,\ell_c\sqrt{\frac m{\mu_r}}
=\frac{3\pi}{16}\,\ell_c\sqrt{1+\frac mM}. \tag{14}
$$

The shifted Maxwellian makes this a first-order estimate of $D$.

### (h) Iron sputtered in argon

*A bcc-Fe target faces a substrate at $d=6$ cm in argon at 400 K. Atoms leave with 5 eV and a cosine distribution. Take a hard-sphere cross-section of 0.25 nm² and a deposition rate of 60 nm/min at vanishing pressure. Find $p_0d_0$, and the rates at 5, 20 and 40 mTorr with the gap, temperature and emitted flux held fixed.*

**Solution.** The pressure times the collision length is

$$
p\ell_c=\frac{k_BT}\sigma=16.57\ \text{mTorr cm}.
$$

The masses are 55.845 u and 39.95 u, so $A=0.715$ and $\bar c=0.829$. Equation (11) gives $\lambda_{\rm cold}=3.91\,\ell_c$.

The value for moving gas atoms comes from a Monte Carlo simulation of 30 000 iron atoms in unbounded gas. Collision partners are drawn from a Maxwellian at 400 K, collisions occur in proportion to the relative speed, and scattering is isotropic in the centre-of-mass frame. The mean forward displacement is $(2.57\pm0.03)\,\ell_c$, where the error is the statistical one. With the statistical error reduced to $0.004\,\ell_c$ the value settles at $2.51\,\ell_c$, about 2% lower, which would give $p_0d_0\approx42$ mTorr cm. The value 43 is kept below, and the numbers that follow carry this uncertainty. Thermal motion of the gas thus shortens $\lambda$ by about a third. Emission at 10 eV gives $2.67\,\ell_c$ at the same sample size, and $2.69\,\ell_c$ when converged, 7% above the converged 5 eV value. For a fixed cross-section, doubling the emission energy thus changes $\lambda$ only modestly. The product is

$$
p_0d_0=2.57\times16.57\approx43\ \text{mTorr cm}\quad(5.7\ \text{Pa cm}).
$$

At 20 mTorr, $pd=120$ mTorr cm and $u=120/43=2.791$. Then $e^{-u}=0.0614$ and

$$
\frac J{J_0}=\frac{1-0.0614}{2.791}=0.336.
$$

The rate is $0.336\times60=20.2$ nm/min. The three pressures give, with each entry rounded separately:

| $p$ (mTorr) | ballistic | diffusive | total | nm/min |
|---|---|---|---|---|
| 5 | 0.498 | 0.222 | 0.720 | 43.2 |
| 20 | 0.061 | 0.275 | 0.336 | 20.2 |
| 40 | 0.004 | 0.175 | 0.178 | 10.7 |

From 20 to 40 mTorr the ballistic part falls by a factor of about 16, but the total falls by a factor of 1.9, because diffusion already carries most of it. Formula (6) puts the half-flux point at $pd=1.594\times43=68.5$ mTorr cm, or about 11 mTorr in this gap. The wall correction (13) moves it to about 13 mTorr.

The word "ballistic" needs care. Under the cosine law, the fraction that crosses at 20 mTorr with no collision at all is $\int_0^12\mu\,e^{-d/(\ell_c\mu)}d\mu=0.00014$ for a gas at rest. The 6% listed as ballistic are atoms that have collided and, in the model, still keep their forward motion.

### (i) How far the result can be trusted

*Estimate the error of the Keller–Simmons formula in this example, and name the conditions under which it fails.*

**Solution.** *Wall density.* Equation (14) gives $\ell=0.912\,\ell_c$, or $p\ell=15.1$ mTorr cm. At 20 mTorr, $\lambda=2.15$ cm and $\ell=0.755$ cm, so (13) yields

$$
\frac J{J_0}=\frac{2.15\times0.9386+0.755\times1.0614}{6+1.51}=0.375.
$$

This is 12% above the Keller–Simmons value. A second simulation, with the same collision rules but with absorbing plates and 12 000 atoms per pressure, assumes neither exponential conversion nor diffusion. The fractions that land compare as follows:

| $p$ (mTorr) | formula (6) | formula (13) | simulated |
|---|---|---|---|
| 5 | 0.720 | 0.734 | 0.737 |
| 20 | 0.336 | 0.375 | 0.376 |
| 40 | 0.178 | 0.215 | 0.216 |

The statistical error of each simulated value is about 0.004. Relative to the simulation, (6) is low by 2%, 11% and 17%, and (13) agrees within the statistical error of these runs. Part of this closeness comes from the value 43. With the converged $\lambda=2.51\,\ell_c$, (13) gives 0.728, 0.368 and 0.210, low by 1 to 3%, and (6) is low by 3%, 13% and 20%. The agreement at 5 mTorr is better than the derivation entitles one to expect, since the gap is then just 1.8 collision lengths and diffusion is hardly justified. At still lower pressure the error changes sign: at 1 mTorr the simulated fraction is 0.920, below both (6) and (13), which give 0.933 and 0.935.

The wall effect also changes the meaning of a fitted $p_0d_0$. If the corrected flux 0.375 at 20 mTorr is forced into (6), it requires $u\approx2.43$ and hence $p_0d_0\approx49$ mTorr cm instead of 43. For very thick gas the fitted product would approach $p(\lambda+\ell)\approx58$ mTorr cm. A value fitted to rates thus partly absorbs the wall correction and depends on the range of $pd$ used.

*Angular spread.* At 20 mTorr, (10) gives 0.326, which is 3% below (6).

*Gas heating.* A rate of 60 nm/min is 1 nm/s. A bcc cell with a lattice parameter of 0.287 nm holds two atoms, so $J_0=8.46\times10^{19}$ m⁻² s⁻¹, and at 5 eV per atom the emitted power is $q=67.8$ W/m². Suppose this heat is released with the same depth profile as the converted atoms, between plates held at the gas temperature. If the gas next to each plate had the temperature of the plate, the temperature rise would obey (3), with $J_0$ replaced by $q$ and $D$ by the heat conductivity $\kappa$, taken roughly as 0.022 W/(m K). Averaging (4) over the gap gives

$$
\overline{\Delta T}=\frac{q\lambda}\kappa\left[1-\frac{1-e^{-u}}u-\frac{1-e^{-u}}2\right]\approx13\ \text{K}.
$$

This is too low, because heat has a wall correction just as the density does. The mean free path in the argon is about 0.4 cm at 20 mTorr, and the gas temperature extrapolates to that of the plate only at a distance $\zeta\approx0.7$ cm behind it. A heat flux $q_w$ into a plate thus raises the gas temperature there by $q_w\zeta/\kappa$. With the assumed profile the heat released in the gas is $q(1-e^{-u})$, because the directed atoms that land carry the rest to the substrate. The fluxes into the two plates add up to this amount, so the mean rise grows by $q(1-e^{-u})\zeta/(2\kappa)\approx10$ K, to roughly 23 K. The gas thins by about 5% at fixed pressure. With the slope (9), which is $-0.82$ here, the flux rises by roughly 4 to 5%. In the collision simulation the energy is released closer to the target than the assumed profile, and the rise is about 20 K instead of 23 K. The rise is proportional to the mean emission energy. A real sputtered spectrum has a long tail and a mean that can be a few times 5 eV, so the heating is correspondingly larger. Heating by other particles from the target is not included, and the effect grows with the deposition rate.

*Finite target.* For a disc of radius $R$ with cosine emission, the collisionless flux on the axis is

$$
J_0\int_0^R\frac{2r\,d^2\,dr}{(r^2+d^2)^2}=J_0\frac{R^2}{R^2+d^2}.
$$

With $R=15$ cm this is $0.86J_0$. With $R=d$ it is half of $J_0$.

*Comparison with real magnetrons.* Gaps of several centimetres, pressures from a few to some tens of millitorr and rates of tens of nanometres per minute are roughly typical of magnetron sputtering; 40 mTorr is towards the high end. The 15 cm target radius is large for a laboratory source. With a smaller target the plates are no longer wide compared with the gap, and for $R=d$ the flux on the axis is halved even without gas. Normalizing to the measured low-pressure rate removes this factor at vanishing pressure only. Collisions weaken most the flux that would arrive obliquely from distant parts of a wide target, and a disc lacks just those parts. For a disc set in a wide absorbing plane, the normalized rate on the axis therefore falls more slowly with pressure than it does for wide plates, and the difference can exceed the wall correction. In the collision simulation at 20 mTorr, the normalized rate on the axis exceeds the wide-plate value by about 14% for $R=15$ cm, 37% for $R=d$ and roughly 50 to 60% for $R\le d/2$. The difference grows as the disc gets smaller and then levels off, and even the 15 cm target is not wide at the accuracy of the tables above.

The cross-section is another weak point. At fixed $\lambda/\ell_c$, $p_0d_0$ varies as $1/\sigma$, so by (9) a cross-section 10% larger lowers the flux at 20 mTorr by about 8%. Real cross-sections also vary with collision energy, which changes $\lambda$ and $\ell$ by different factors. Imperfect sticking and ionization of the sputtered atoms are left out as well. Finally, the formula describes $J/J_0$. A measured rate follows it with pressure only if the emitted flux and the gas temperature stay fixed, which a discharge run at constant power does not guarantee.
